# Why summed rotational cross sections do not depend on the initial level

**Q.** I am told that one electron–molecule cross section, computed with the molecule held still and then averaged over orientations, can stand in for all the rotational cross sections of a gas. Yet a molecule with $j=0$ can only be excited, while one with $j=6$ can also give energy back. Why should their sums agree? First tell me what is being summed.

**A.** Take a linear molecule with its axis along the unit vector $\hat R$. An electron arrives with wave vector $\mathbf k$ and leaves with $\mathbf k'$. For a fixed axis the amplitude is $f(\mathbf k',\mathbf k;\hat R)$, normalized so that the differential cross section is $|f|^2$. The rotational states are the spherical harmonics $Y_{jm}(\hat R)$ with energies $E_j=Bj(j+1)$.

The adiabatic-nuclei approximation assumes that the axis hardly turns during the collision. The electron then multiplies the rotational wave function by $f$, and the amplitude for $jm\to j'm'$ is the matrix element

$$\langle j'm'|f|jm\rangle=\int d\hat R\;Y_{j'm'}^*(\hat R)\,f(\mathbf k',\mathbf k;\hat R)\,Y_{jm}(\hat R).$$

In an ordinary gas the initial level is unpolarized. We therefore average over its $2j+1$ values of $m$ and sum over the final $m'$:

$$\frac{d\sigma_{j\to j'}}{d\Omega}=\frac{k'}{k}\,\frac{1}{2j+1}\sum_{mm'}|\langle j'm'|f|jm\rangle|^2 .$$

The factor $k'/k$ is the ratio of outgoing to incoming electron speed, because a cross section compares fluxes. Neglecting the splittings means setting $k'=k$ for every $j'$ and using the same function $f$ for every transition. No channel is then closed.

**Q.** Granted. Now do the sum over $j'$.

**A.** Write the square as a double integral, with $f$ at two orientations $\hat R$ and $\hat R'$. The final states enter through the completeness relation

$$\sum_{j'm'}Y_{j'm'}(\hat R')\,Y_{j'm'}^*(\hat R)=\delta(\hat R-\hat R').$$

The delta function removes one integral:

$$\sum_{j'm'}|\langle j'm'|f|jm\rangle|^2=\int d\hat R\;|f(\mathbf k',\mathbf k;\hat R)|^2\,|Y_{jm}(\hat R)|^2 .$$

This step uses the neglect of splittings. If $k'$ or $f$ changed with $j'$, it could not be taken outside the sum, and completeness could not be applied in this direct way.

**Q.** The right-hand side still contains $|Y_{jm}|^2$, so it depends on the initial state.

**A.** For one $m$ it does. The average over $m$ removes the dependence. Under a rotation the $2j+1$ functions of a level are mixed by a unitary matrix, so $\sum_m|Y_{jm}(\hat R)|^2$ is unchanged. A function on the sphere that no rotation changes is a constant. Each term integrates to one, so the constant times $4\pi$ is $2j+1$:

$$\frac{1}{2j+1}\sum_m|Y_{jm}(\hat R)|^2=\frac{1}{4\pi}.$$

Inserting this gives

$$\sum_{j'}\frac{d\sigma_{j\to j'}}{d\Omega}=\frac{1}{4\pi}\int d\hat R\;|f(\mathbf k',\mathbf k;\hat R)|^2 ,$$

in which $j$ no longer appears. An unpolarized level has its axis equally likely to point anywhere, however fast it rotates. The identity holds at each scattering angle, and hence for the integral cross section wherever that is finite.

**Q.** With identical nuclei, nuclear spin forbids half of the levels to a given molecule. You summed over all of them.

**A.** The forbidden terms vanish. Exchanging identical nuclei reverses $\hat R$ and leaves the scatterer the same, so $f$ is even in $\hat R$. Since $Y_{jm}(-\hat R)=(-1)^jY_{jm}(\hat R)$, the matrix element is zero unless $j'-j$ is even.

**Q.** I would like to see this with an amplitude that is not a weak-scattering approximation.

**A.** Take two identical zero-range scatterers at $\pm R\hat R/2$, each with scattering length $a$. Outside them the wave is

$$\psi=e^{i\mathbf k\cdot\mathbf r}+\sum_{i=1,2}A_i\frac{e^{ik\rho_i}}{\rho_i},$$

where $\rho_i$ is the distance from centre $i$. Close to a centre, $\psi$ must be proportional to $1/\rho_i-1/a$. Let $\alpha=R\,\mathbf k\cdot\hat R/2$ and $g=e^{ikR}/R$. Near centre 1 the coefficient of $1/\rho_1$ is $A_1$, and the constant term is $e^{i\alpha}+ikA_1+gA_2$. The condition makes this constant equal to $-A_1/a$. The same argument at centre 2 gives the second of

$$\left(\tfrac1a+ik\right)A_1+gA_2=-e^{i\alpha},\qquad \left(\tfrac1a+ik\right)A_2+gA_1=-e^{-i\alpha}.$$

Adding and subtracting, with $D_\pm=1/a+ik\pm g$, yields

$$A_1+A_2=-\frac{2\cos\alpha}{D_+},\qquad A_1-A_2=-\frac{2i\sin\alpha}{D_-}.$$

Far away, in the direction $\mathbf k'$, the two waves carry the phases $e^{\mp i\alpha'}$ with $\alpha'=R\,\mathbf k'\cdot\hat R/2$. Therefore

$$f=(A_1+A_2)\cos\alpha'-i(A_1-A_2)\sin\alpha'=-\frac{2\cos\alpha\cos\alpha'}{D_+}-\frac{2\sin\alpha\sin\alpha'}{D_-}.$$

The terms in $g$ describe waves passed between the centres, so multiple scattering is included.

**Q.** And its orientation average?

**A.** Integrate $|f|^2$ over outgoing directions first. The cross term is odd in $\mathbf k'$ and drops out. With $x$ the cosine between $\mathbf k'$ and $\hat R$, $\cos^2\alpha'=[1+\cos(kRx)]/2$. Its mean over directions is $(1+s)/2$, where $s=\sin(kR)/(kR)$; that of $\sin^2\alpha'$ is $(1-s)/2$. Hence

$$\sigma(\hat R)=8\pi\left[\frac{(1+s)\cos^2\alpha}{|D_+|^2}+\frac{(1-s)\sin^2\alpha}{|D_-|^2}\right].$$

Averaging over $\hat R$ uses the same two means for $\alpha$:

$$\bar\sigma=4\pi\left[\frac{(1+s)^2}{|D_+|^2}+\frac{(1-s)^2}{|D_-|^2}\right].$$

Choose an electron energy of 5 eV, $R=0.110$ nm and $a=-0.080$ nm. Then $k=11.456\ \mathrm{nm^{-1}}$, $s=0.7556$, $|D_+|^2=498.97\ \mathrm{nm^{-2}}$ and $|D_-|^2=241.29\ \mathrm{nm^{-2}}$, so

$$\bar\sigma=4\pi\left[\frac{1.7556^2}{498.97}+\frac{0.2444^2}{241.29}\right]\mathrm{nm^2}=0.0807\ \mathrm{nm^2}=8.07\times10^{-16}\ \mathrm{cm^2}.$$

**Q.** That is the fixed-nuclei side. What do the separate transitions give?

**A.** They were computed from the matrix elements, for $j=0$ and for $j=6$, the most populated level at 300 K for the rotational constant used here when even levels have twice the nuclear-spin weight of odd ones, as in nitrogen. In units of $10^{-16}\ \mathrm{cm^2}$:

| Transition | from $j=0$ | from $j=6$ |
|---|---|---|
| $j\to j-2$ | none | 0.0836 |
| $j\to j$ | 7.8073 | 7.8750 |
| $j\to j+2$ | 0.2657 | 0.1145 |
| all $j'$ | 8.0732 | 8.0732 |

Changes of $j$ by four contribute at most 0.0002 and are included in the last row. The differential sum agrees too: at 90° both the sum from $j=6$ and the orientation average are $0.6288\times10^{-16}\ \mathrm{cm^2/sr}$.

**Q.** The anisotropy is mild there. Perhaps the agreement is easy.

**A.** A harsher case has unequal centres, with scattering lengths $-0.08$ and $0.15$ nm, and $kR=4$ at the same energy. From $j=0$ the elastic part is now 2.08 and the odd transitions, open because the centres differ, take 4.35. The sums from $j=0,1,3$ and $6$ are all 11.161452, equal to the orientation average to every digit shown (same units).

**Q.** In your table the elastic cross section is larger from $j=6$ than from $j=0$. Where does that come from?

**A.** Expand the amplitude as $f=\sum_{l\mu}f_{l\mu}Y_{l\mu}(\hat R)$. The integral of three spherical harmonics is

$$\langle j'm'|Y_{l\mu}|jm\rangle=\sqrt{\frac{(2j+1)(2l+1)}{4\pi(2j'+1)}}\,(j0\,l0|j'0)\,(jm\,l\mu|j'm').$$

When the squared matrix element is summed over $m$ and $m'$, the orthogonality relation

$$\sum_{mm'}(jm\,l\mu|j'm')(jm\,l'\mu'|j'm')=\frac{2j'+1}{2l+1}\,\delta_{ll'}\delta_{\mu\mu'}$$

removes the cross terms. After division by $2j+1$,

$$\frac{d\sigma_{j\to j'}}{d\Omega}=\sum_l(j0\,l0|j'0)^2\,\frac{1}{4\pi}\sum_\mu|f_{l\mu}|^2 .$$

For $j=0$ the coefficient selects $l=j'$, so the last factor is $d\sigma_{0\to l}/d\Omega$. Integrating over angle,

$$\sigma_{j\to j'}=\sum_l(j0\,l0|j'0)^2\,\sigma_{0\to l}.$$

The cross sections out of $j=0$ thus fix all the others. The $l=2$ part takes $j=0$ to $j'=2$ alone, but takes $j=6$ to 4, 6 and 8. Its share in $6\to6$ leaves $j$ unchanged and is counted as elastic. That is the excess of 0.068, apart from an $l=4$ share that cannot exceed $\sigma_{0\to4}=0.0002$.

This is also a second proof. The squares $(j0\,l0|j'0)^2$ are the probabilities of finding total angular momentum $j'$ in the normalized state $|j0\rangle|l0\rangle$. They add to one, so $\sum_{j'}\sigma_{j\to j'}=\sum_l\sigma_{0\to l}$.

**Q.** Does the average over $m$ matter in practice, or is it a formality?

**A.** It can matter when the molecules are aligned. With the beam as quantization axis, the state $j=1$, $m=0$ has density $(3/4\pi)\cos^2\theta$ and favours axes along the beam. In the example $\sigma(\hat R)$ is 6.66 for an axis parallel to the beam and 8.84 for a perpendicular one. The sum over final states is accordingly 7.48 for $m=0$ and 8.37 for each of $m=\pm1$. The unpolarized mean, $(7.48+2\times8.37)/3=8.07$, returns the orientation average. The result therefore applies to any initial level that is unpolarized.

**Q.** Many process gases are not linear molecules.

**A.** The closure step is unchanged, with $\hat R$ replaced by three Euler angles $\omega$. A rotational state of any rigid top can be written

$$\psi_m(\omega)=\sqrt{\frac{2j+1}{8\pi^2}}\sum_K c_K\,D^{j*}_{mK}(\omega),\qquad \sum_K|c_K|^2=1,$$

where $K$ is the projection on a body axis and the $c_K$ do not depend on $m$. The matrix $D^j$ is unitary, so $\sum_mD^{j*}_{mK}D^j_{mK'}=\delta_{KK'}$, and

$$\frac1{2j+1}\sum_m|\psi_m|^2=\frac1{8\pi^2}\sum_{KK'}c_Kc_{K'}^*\delta_{KK'}=\frac1{8\pi^2}.$$

The density is again uniform, and the summed cross section is the average of $|f|^2$ over all three angles.

**Q.** Now the neglected splittings. From $j=6$ some electrons gain energy, from $j=0$ none do. Surely the correction depends on $j$.

**A.** Not at first order, if $f$ is held fixed. Weight each transition by its energy change. With $L^2$ the squared angular momentum in units of $\hbar^2$,

$$\sum_{j'm'}(E_{j'}-E_j)|\langle j'm'|f|jm\rangle|^2=B\,\langle jm|f^*[L^2,f]|jm\rangle .$$

Since $\mathbf L$ is a first-order differential operator, the product rule gives

$$[L^2,f]Y_{jm}=(L^2f)Y_{jm}+2(\mathbf Lf)\cdot(\mathbf LY_{jm}).$$

The second term needs $\sum_mY_{jm}^*\mathbf LY_{jm}$. By rotational invariance $\sum_mY_{jm}^*(\hat a)Y_{jm}(\hat b)=F(\hat a\cdot\hat b)$. Acting on $\hat b$, $\mathbf L=-i\,\mathbf b\times\nabla_b$ gives $-iF'\,\hat b\times\hat a$, which vanishes at $\hat b=\hat a$. Only the first term survives the average over $m$, and it meets the uniform density $1/4\pi$. Because $L^2Y_{l\mu}=l(l+1)Y_{l\mu}$, integration over scattering angle leaves

$$\langle\Delta E\rangle=\frac{B}{\bar\sigma}\sum_l l(l+1)\,\sigma_{0\to l},$$

the mean energy given to rotation per collision, for every $j$. With $B=0.2468$ meV the example gives

$$\langle\Delta E\rangle=0.2468\ \mathrm{meV}\times\frac{6\times0.2657+20\times0.0002}{8.073}=0.049\ \mathrm{meV}$$

from both levels. At $j=6$ the upward steps are both larger and more probable than the downward ones.

Expanding $k'/k=\sqrt{1-\Delta E/E}\simeq1-\Delta E/2E$ changes the sum by the fraction $-\langle\Delta E\rangle/2E$. At 5 eV this is $-4.9$ parts per million. The change of $f$ itself with $k'$ is not included, and it is of the same order: using $k'$ in the outgoing phase $\alpha'$ of the model moves the figure to about $-14$ parts per million, again for both levels.

**Q.** Then where does the result fail?

**A.** First, near rotational thresholds. The gap $6\to8$ is 7.4 meV. At 5 eV its factor $k'/k$ is 0.9993, but at 0.03 eV it is 0.868, and below the gap the channel is closed. A common $k'$ is then no longer justified for the single transitions. The sum degrades more slowly, because upward and downward steps compensate at first order. For an $l=2$ part of fixed size $0.31\times10^{-16}\ \mathrm{cm^2}$ (the Born quadrupole value given below), the factors $k'/k$ lower the sum at 0.03 eV by 0.008 from $j=0$ and by 0.009 from $j=6$; at 7 meV, below the gap, the losses are 0.035 and 0.10.

Second, in the integral cross section of a polar molecule. In atomic units an electron at large distance feels $V=-D\,\hat R\cdot\hat r/r^2$. Let $\mathbf q=\mathbf k-\mathbf k'$. The Born amplitude is $-(1/2\pi)\int e^{i\mathbf q\cdot\mathbf r}V\,d^3r$, and only the part $3ij_1(qr)\,\hat q\cdot\hat r$ of the exponential contributes. The angular integral gives $4\pi i\,\hat q\cdot\hat R$, and $\int_0^\infty j_1(qr)\,dr=1/q$, so

$$f=\frac{2iD\,\hat q\cdot\hat R}{q},\qquad \frac1{4\pi}\int d\hat R\,|f|^2=\frac{4D^2}{3q^2}.$$

With $q^2=2k^2(1-\cos\theta)$, the part beyond an angle $\theta_0$ is

$$\int_{\theta>\theta_0}\frac{4D^2}{3q^2}\,d\Omega=\frac{4\pi D^2}{3k^2}\ln\frac{2}{1-\cos\theta_0},$$

which diverges as $\theta_0\to0$. For a linear molecule with the rotational states $Y_{jm}$ used here, which have no angular momentum about the axis, every dipole transition changes $j$ by one. A splitting, however small, then keeps $q\ge|k-k'|>0$ and makes the integral finite, so here it cannot be dropped. (A symmetric top with $K\ne0$ also has an elastic dipole term, which no such splitting cuts off.) The differential identity remains a good approximation at angles much larger than $|k-k'|/k$. The momentum-transfer cross section, weighted by $1-\cos\theta$, stays finite in this approximation: its integrand is the constant $2D^2/3k^2$.

**Q.** How close is your example to a real gas?

**A.** The bond length, the atomic mass of 14 u, 300 K and a few eV are rough values for nitrogen in a processing plasma, and the measured total cross section at 5 eV is roughly $10^{-15}\ \mathrm{cm^2}$. The model gives a similar size, but $a$ is a convenient round number that was not derived from nitrogen, so the agreement is no test of the model. It also holds only at a few eV: as $k\to0$ the model tends to $4\pi[2/(1/a+1/R)]^2\approx430\times10^{-16}\ \mathrm{cm^2}$, far above nitrogen. It has no quadrupole: for a rough moment of $1\,ea_0^2$ the Born value of $\sigma_{0\to2}$ is $0.31\times10^{-16}\ \mathrm{cm^2}$, as large as the model's own 0.27 and 3.9 % of $\bar\sigma$. It has no polarization: for a rough polarizability of $12\,a_0^3$ the Born p-wave phase shift is 0.92 rad, too large for that estimate to be trusted and too large to ignore. These omissions change $f$, and so the cross section, but not the identity, which holds for any $f$.

The assumption of a still axis is good at this energy. A classical rotor with $j=6$ turns by 0.4 mrad while the electron crosses the bond length. If the electron is held by a resonance of width 0.5 eV, the lifetime is 1.3 fs and the turn 6.4 mrad; a much narrower resonance would need a fresh estimate. A harmonic zero-point spread about $R$, with $a$ held fixed, shifts the average by 0.05 %. Anharmonicity is the larger effect and acts the other way: a Morse bond with the constants of nitrogen lengthens the mean bond by about 0.0004 nm and turns the net shift to about $-0.09$ %.

Where these conditions hold, the electron energy lies far above the rotational gaps of the populated levels, the molecule has no permanent dipole, the molecules are unaligned and the stretching of the bond by rotation is negligible, heating the gas redistributes the molecules among levels with equal summed cross sections. One rotationally summed cross section then serves at every gas temperature at which the molecules stay in their vibrational ground state, although the weights of the separate transitions change. For a polar linear molecule this carries over to the differential cross section away from the forward direction and to the momentum-transfer cross section, but not to the integral one: for $D=0.43\,ea_0$ and $B=1.29$ meV (roughly HCl) the Born dipole sum at 5 eV falls from 9.7 at 100 K to 8.4 at 1000 K, in units of $10^{-16}\ \mathrm{cm^2}$. The remaining values are in the numerical output below.

## Numbers as computed

```
electron energy: 5.0 eV; wave number k: 11.4558 1/nm
centre distance R: 0.110 nm; scattering length a: -0.080 nm
kR: 1.2601; s = sin(kR)/(kR): 0.7556
|D+|^2: 498.97 1/nm^2; |D-|^2: 241.29 1/nm^2
atom mass: 14 u; rotational constant B: 0.2468 meV
gas temperature: 300 K; most populated level j: 6
orientation average, optical theorem: 8.073195 1e-16 cm^2
orientation average, closed form: 8.073195 1e-16 cm^2
sigma(0->0): 7.807324 1e-16 cm^2
sigma(0->2): 0.265699 1e-16 cm^2
sigma(0->4): 0.000172 1e-16 cm^2
sum over final levels from j=0: 8.073195 1e-16 cm^2
sigma(6->2): 0.000030 1e-16 cm^2
sigma(6->4): 0.083636 1e-16 cm^2
sigma(6->6): 7.874982 1e-16 cm^2
sigma(6->8): 0.114487 1e-16 cm^2
sigma(6->10): 0.000060 1e-16 cm^2
sum over final levels from j=6: 8.073195 1e-16 cm^2
differential at 90 deg, orientation average: 0.628767 1e-16 cm^2/sr
differential at 90 deg, summed from j=6: 0.628767 1e-16 cm^2/sr
fixed axis parallel to beam: 6.6568 1e-16 cm^2
fixed axis perpendicular to beam: 8.8427 1e-16 cm^2
j=1, m=0 alone, summed: 7.4789 1e-16 cm^2
j=1, m=1 alone, summed: 8.3703 1e-16 cm^2
strong case (kR=4, a1=-0.08 nm, a2=0.15 nm), average: 11.161452 1e-16 cm^2
strong case, sum from j=0: 11.161452 1e-16 cm^2
strong case, sum from j=1: 11.161452 1e-16 cm^2
strong case, sum from j=3: 11.161452 1e-16 cm^2
strong case, sum from j=6: 11.161452 1e-16 cm^2
strong case, sigma(0->0): 2.0843 1e-16 cm^2; 0->odd: 4.3515 1e-16 cm^2
mean energy transfer from j=0: 48.833 micro-eV
change of sum by k'/k, j=0: -4.884 parts per million
mean energy transfer from j=6: 48.833 micro-eV
change of sum by k'/k, j=6: -4.889 parts per million
gap 6->8: 7.403 meV; k'/k at 5.0 eV: 0.99926; at 0.03 eV: 0.868
transit time R/v: 0.0829 fs; turn in transit: 0.403 mrad
resonance width: 0.5 eV; lifetime: 1.32 fs; turn: 6.40 mrad
vibrational quantum: 0.29 eV; zero-point rms stretch: 0.00321 nm
change of average by zero-point motion: 0.0455 %
quadrupole: 1.0 e a0^2; Born sigma(0->2): 0.3128 1e-16 cm^2
Born quadrupole relative to average: 3.87 %
polarizability: 12 a0^3; Born phase p wave: 0.924 rad; d wave: 0.132 rad
```
